# Counting piezoresistance coefficients of (001) and (110) silicon inversion layers

An electron inversion layer in silicon carries current in a plane. Let axes 1 and 2 lie in this plane and let $n$ be its normal. A small in-plane stress $\sigma_{ab}$ changes the sheet resistivity $\rho_{ab}$. The sheet density is held fixed, the magnetic field is zero, and no stress component acts on the normal. The axes are

- (001) layer: $1=[100]$, $2=[010]$;
- (110) layer: $1=[001]$, $2=[1\bar10]$.

The index 6 denotes the component 12. Shear stress is entered once, $\sigma_6=\sigma_{12}=\sigma_{21}$, without a factor of two.

## (a) What does symmetry demand of the response?

**Question.** Define the response matrix, count its entries before symmetry is used, and find the condition imposed by a point operation of the layer.

**Solution.** Onsager symmetry at zero magnetic field gives $\rho_{12}=\rho_{21}$. Stress and resistivity change therefore have three components each, and

$$
\frac{\Delta\rho_{ab}}{\sqrt{\rho_{aa}\rho_{bb}}}=\sum_{J}P_{(ab)J}\,\sigma_J,\qquad J=1,2,6,
$$

contains nine coefficients. The denominator uses unstressed values, which may differ along the two axes.

An in-plane operation $R$ changes either tensor $X$ into $RXR^T$. Written for the column $(X_{11},X_{22},X_{12})$, this is a $3\times3$ matrix $T(R)$. If $R$ is a symmetry of the unstressed layer, transforming the stress first or the response afterwards must give the same result:

$$
T(R)P=PT(R).
$$

Strictly, this holds for the unnormalized response $Q$, defined by $\Delta\rho=Q\sigma$. In the (001) layer $\rho_{11}=\rho_{22}$, so $P$ is $Q$ divided by a number. In the (110) layer the symmetries found below have diagonal $T$, which commutes with the diagonal scaling. The condition carries over to $P$ in both cases.

The strain along the normal adds no coefficient: the in-plane stress determines it through the elastic constants.

## (b) The (110) layer

**Question.** Which cubic operations survive, and how many coefficients do they leave?

**Solution.** The oxide lies on one side of the layer, so an allowed operation must keep the normal vector, including its sign. Cubic operations permute $x,y,z$ and change their signs. To keep $(1,1,0)$, they may exchange $x$ and $y$ and may reverse $z$. The resulting $2\times2=4$ operations form $C_{2v}$:

- the identity;
- $z\to-z$, which reverses axis 1;
- $x\leftrightarrow y$, which reverses axis 2;
- their product, a half-turn about the normal.

The half-turn has $R=-1$ in the plane. Since $RXR^T=X$, it gives no restriction. Each mirror reverses one axis, so $T=\mathrm{diag}(1,1,-1)$. The elements of $TP=PT$ that join 1 or 2 to 6 read $P_{16}=-P_{16}$, and likewise for $P_{26},P_{61},P_{62}$. These four vanish:

$$
P^{(110)}=\begin{pmatrix}P_{11}&P_{12}&0\\P_{21}&P_{22}&0\\0&0&P_{66}\end{pmatrix}.
$$

Every matrix of this form commutes with $T$, so symmetry imposes nothing further. **Five coefficients are independent.** Onsager symmetry does not equate $P_{12}$ and $P_{21}$: it exchanges the indices of $\rho_{ab}$, not a resistivity index with a stress index. Nor are the two quantities derivatives of a common energy, which would have made $P$ symmetric.

## (c) The (001) layer, and a count by characters

**Question.** Repeat the argument for (001). Then confirm both counts without writing the matrices, and apply the method to (111).

**Solution.** Keeping $+z$ leaves the eight signed permutations of $x$ and $y$, the group $C_{4v}$. Its mirrors through the axes again remove the four entries joining 1 or 2 to 6. A quarter-turn exchanges 11 with 22 and reverses 12:

$$
T(C_4)=\begin{pmatrix}0&1&0\\1&0&0\\0&0&-1\end{pmatrix}.
$$

On the upper block, $TP$ exchanges rows and $PT$ exchanges columns. Equating them gives $P_{21}=P_{12}$ and $P_{22}=P_{11}$. Thus

$$
P^{(001)}=\begin{pmatrix}P_{11}&P_{12}&0\\P_{12}&P_{11}&0\\0&0&P_{66}\end{pmatrix}.
$$

The quarter-turn and one axis mirror generate the whole group, and this form commutes with both. **Three coefficients are independent.** The mirrors matter: with $C_4$ alone, $P_{26}=-P_{16}$ and $P_{62}=-P_{61}$ could be nonzero, which would give five.

For the second count, average $TPT^{-1}$ over the group. This projects any $P$ onto the allowed matrices, and the trace of a projector is the dimension of the space it keeps. The map $P\to TPT^{-1}$ has trace $\mathrm{tr}\,T\;\mathrm{tr}\,T^{-1}$. Here both traces equal the same real number $\chi$, so

$$
N=\frac1{|G|}\sum_{R\in G}\chi(R)^2 .
$$

Under a rotation by $\theta$, $X_{11}+X_{22}$ is unchanged and the pair $(X_{11}-X_{22},\,2X_{12})$ turns by $2\theta$. Hence $\chi=1+2\cos2\theta$. A mirror has eigenvalues $1,1,-1$, hence $\chi=1$. The identity and half-turn have $\chi=3$, and a quarter-turn has $\chi=-1$. Therefore

$$
N_{(110)}=\frac{9+9+1+1}{4}=5,\qquad
N_{(001)}=\frac{9+9+2\cdot1+4\cdot1}{8}=3 .
$$

For a (111) layer the group is $C_{3v}$. Each of its two threefold rotations has $\chi=1+2\cos240^\circ=0$, so $N=(9+0+3)/6=2$. The threefold axis and a mirror together give the pair above a single response, hence $P_{66}=P_{11}-P_{12}$, as in an isotropic plane.

## (d) Does the atomic interface have these symmetries?

**Question.** Test the assumed groups against the diamond structure cut at an ideal plane.

**Solution.** Diamond has two face-centred cubic sublattices, displaced by $(a/4)(1,1,1)$. Half of the cubic operations keep each sublattice. The other half exchange them and need a translation $(a/4)(1,1,1)$ plus a lattice vector. At an interface, a translation with a component along the normal is forbidden.

For (001), lattice vectors change the $z$ component in steps of $a/2$. Starting from $a/4$, it never reaches zero. The exchanging operations are lost, including the quarter-turns and the mirrors through [100] and [010]. There remain the identity, the half-turn, and the mirrors $x\leftrightarrow y$ and $x\leftrightarrow-y$. Each mirror exchanges 11 with 22 and keeps 12. The first gives $P_{11}=P_{22}$, $P_{12}=P_{21}$, $P_{16}=P_{26}$ and $P_{61}=P_{62}$. With $P_{66}$, a single terrace allows five coefficients. The second mirror is the first times the half-turn and adds nothing.

A terrace one atomic layer higher is turned by $90^\circ$. The quarter-turn reverses $P_{16}$ and $P_{61}$ in this form, so they cancel when both terraces contribute equally. The count of three thus belongs to such an average, or to effective-mass theory, which does not resolve the atomic termination.

For (110), the translation $(a/4)(-1,1,-1)$ belongs to the required set and has no component along $[110]$. All four operations survive at the ideal interface, and the count stays at five.

## (e) Could the bulk coefficients be used instead?

**Question.** Bulk silicon has three coefficients $\pi_{11},\pi_{12},\pi_{44}$. What would they predict on the (110) plane?

**Solution.** In cubic axes $\Delta\rho_{xx}/\rho=\pi_{11}\sigma_{xx}+\pi_{12}(\sigma_{yy}+\sigma_{zz})$ and $\Delta\rho_{xy}/\rho=\pi_{44}\sigma_{xy}$, with cyclic counterparts.

Unit stress along axis 1 is $\sigma_{zz}=1$. It gives $P_{11}=\pi_{11}$ and $P_{21}=\pi_{12}$. Unit stress along axis 2 has $\sigma_{xx}=\sigma_{yy}=\tfrac12$ and $\sigma_{xy}=-\tfrac12$. It gives $P_{12}=\pi_{12}$ and

$$
P_{22}=\frac{\Delta\rho_{xx}+\Delta\rho_{yy}}{2\rho}-\frac{\Delta\rho_{xy}}{\rho}
=\frac{\pi_{11}+\pi_{12}+\pi_{44}}2 .
$$

Shear in the plane gives $P_{66}=\pi_{44}$. Five entries are nonzero, but two relations bind them:

$$
P_{12}=P_{21},\qquad 2P_{22}=P_{11}+P_{12}+P_{66}.
$$

They rest on cubic operations that tilt the normal. Confinement removes those operations, so the layer need not obey the relations.

## (f) Which measurements determine the coefficients?

**Question.** A long bar lies at angle $\theta$ to axis 1. Find its response to stress along the bar and across it.

**Solution.** Let $c=\cos\theta$, $s=\sin\theta$. Stress $\sigma$ along the bar has components $\sigma(c^2,s^2,cs)$. The current follows the bar, so the measured resistivity is $\rho_L=c^2\rho_{11}+s^2\rho_{22}+2cs\rho_{12}$. Inserting $\Delta\rho=Q\sigma$,

$$
\frac{\Delta\rho_L}{\sigma}=c^4Q_{11}+s^4Q_{22}+c^2s^2(Q_{12}+Q_{21}+2Q_{66}).
$$

For a second bar perpendicular to the same stress, $\rho_T=s^2\rho_{11}+c^2\rho_{22}-2cs\rho_{12}$, and

$$
\frac{\Delta\rho_T}{\sigma}=s^4Q_{12}+c^4Q_{21}+c^2s^2(Q_{11}+Q_{22}-2Q_{66}).
$$

Longitudinal tests alone fix $Q_{11}$, $Q_{22}$ and the sum $Q_{12}+Q_{21}+2Q_{66}$, but not the separate terms of this sum. On (110), stress along each axis with bars along and across it gives four coefficients, and one oblique bar gives $Q_{66}$. On (001), one axis and one oblique bar suffice.

## (g) A valley model

**Question.** Take rough silicon values: masses $m_l=0.92$ and $m_t=0.19$ in units of $m_0$; $c_{11},c_{12},c_{44}=166,64,80$ GPa; valley deformation potential $\Xi=9$ eV. The temperature is 300 K, the sheet density $4\times10^{12}$ cm$^{-2}$, the field of the triangular well 0.50 MV/cm, and the relaxation time $\tau=0.10$ ps for all electrons. Shear strain $\varepsilon_{xy}$ adds $\beta\varepsilon_{xy}$ to the $xy$ element of the inverse mass (times $m_0$) of the $z$ valleys, and cyclically, with the round value $\beta=200$. Find the mobilities and $P_{66}$ for both layers, and explain the signs of the response to stress along axis 1.

**Solution.** Let $w$ be the inverse mass tensor of a valley times $m_0$. Completing the square in the normal wave number leaves the in-plane tensor

$$
W_{ab}=w_{ab}-\frac{w_{an}w_{nb}}{w_{nn}} .
$$

The shift of the normal wave number is absorbed by a phase factor in the wave function. The subband energies scale as $w_{nn}^{1/3}$.

**Mobility.** Set $A=1/m_l=1.087$ and $B=1/m_t=5.263$. With Fermi statistics, the valley pairs $x,y,z$ of the (001) layer hold 11.8, 11.8 and 76.3% of the electrons. The mean inverse mass along axis 1 is

$$
0.118A+(1-0.118)B=4.77 .
$$

Multiplication by $e\tau/m_0=175.9$ cm²/Vs gives 839 cm²/Vs.

On (110) the shares are 40.8, 40.8 and 18.5%. For the $x$ and $y$ valleys $w_{22}=w_{nn}=(A+B)/2$ and $|w_{2n}|=(B-A)/2$, so

$$
W_{22}=\frac{A+B}2-\frac{(B-A)^2}{2(A+B)}=\frac{2AB}{A+B}=1.80 .
$$

The $x$ and $y$ valleys together hold $1-0.185=0.815$ of the electrons (the separate shares above are rounded). The mean values are $0.815B+0.185A=4.49$ along axis 1 and $0.815(1.80)+0.185B=2.44$ along axis 2. The mobilities are 790 and 429 cm²/Vs, so this layer is anisotropic before any stress is applied.

**Shear on (001).** The strain is $\varepsilon_{xy}=\sigma_6/(2c_{44})$. It shifts no valley and changes the mass of the $z$ valleys only. To first order $\Delta\rho_{12}/\rho$ is minus the relative off-diagonal conductivity:

$$
P_{66}=-\frac{0.763}{4.77}\,\frac{200}{2(80\times10^9\ \mathrm{Pa})}
=-20\times10^{-11}\ \mathrm{Pa}^{-1}.
$$

**Shear on (110).** Now $\varepsilon_{xz}=-\varepsilon_{yz}=\sigma_6/(2\sqrt2\,c_{44})$. Put $g=\beta\sigma_6/(4c_{44})$. For the $x$ valleys $w_{12}=g$, $w_{1n}=-g$ and $w_{2n}=(A-B)/2$, hence

$$
W_{12}=g+g\,\frac{A-B}{A+B}=\frac{2gA}{A+B}=0.342\,g .
$$

The mirror $x\leftrightarrow y$, which reverses both the shear and the element 12, gives the $y$ valleys the same value. The $z$ valleys contribute nothing. With $g/\sigma_6=62.5\times10^{-11}$ Pa$^{-1}$,

$$
P_{66}=-\frac{0.815\times0.342\times62.5}{\sqrt{4.49\times2.44}}\times10^{-11}\ \mathrm{Pa}^{-1}
=-5.3\times10^{-11}\ \mathrm{Pa}^{-1}.
$$

**All coefficients.** Finite differences of the full model, with no symmetry form imposed, give in units of $10^{-11}$ Pa$^{-1}$ (equal to % per GPa):

| Layer | $P_{11}$ | $P_{12}$ | $P_{21}$ | $P_{22}$ | $P_{66}$ |
|---|---:|---:|---:|---:|---:|
| (001) | −29.5 | 5.0 | 5.0 | −29.5 | −20.0 |
| (110) | −45.3 | 25.6 | 69.0 | −43.8 | −5.3 |

Tension along [001] of the (110) layer raises the $z$ valleys relative to the others. They are heavy along axis 1 and light along axis 2. As they empty, $\rho_{11}$ falls and $\rho_{22}$ rises. On (001), tension along [100] empties the $x$ valleys, which are heavy along axis 1, and $\rho_{11}$ falls. They are light along axis 2, but most of the electrons that leave them enter the $z$ valleys, which are equally light there. Only the few that enter the $y$ valleys, about one in six, become heavier along axis 2, and $\rho_{22}$ rises only slightly. This small positive $P_{21}$ belongs to the constant-time model: with the energy-dependent scattering of part (h) it turns negative, so its sign is not a prediction for real layers.

Both bulk relations fail on (110): $P_{12}\ne P_{21}$, and $2P_{22}=-87.5$ while $P_{11}+P_{12}+P_{66}=-24.9$.

For a $45^\circ$ bar on (001), part (f) gives $(P_{11}+P_{12}+P_{66})/2=-22.2$ along the stress and $(P_{11}+P_{12}-P_{66})/2=-2.2$ across it. On (110) the two values, each relative to the unstressed resistivity along its bar, are 2.2 and 7.2: the large coefficients nearly cancel. Such small differences are fragile. The transverse value on (001) runs from $-5.1$ to $+0.4$ when the well field changes by 20% either way, and the (110) pair becomes $-10$ and $-5$ with the alternative scattering of part (h).

## (h) When does a model hide coefficients, and how firm are the numbers?

**Question.** Set $\beta=0$ on (110) and find the resulting relations. Then judge the approximations.

**Solution.** With fixed masses and density, only the energy difference between the $z$ valleys and the equal $x,y$ valleys matters. Let $S_{11},S_{12}$ be the elastic compliances. Stress $\sigma$ along axis 1 shifts this difference by $\Xi(S_{11}-S_{12})\sigma$. Along axis 2, $\varepsilon_{zz}=S_{12}\sigma$ and $\varepsilon_{xx}=\varepsilon_{yy}=(S_{11}+S_{12})\sigma/2$, so the shift is $-\tfrac12\Xi(S_{11}-S_{12})\sigma$. Thus

$$
P_{12}=-\tfrac12P_{11},\qquad P_{22}=-\tfrac12P_{21},\qquad P_{66}=0 .
$$

The computed values are $P_{12}=22.6$ and $P_{22}=-34.5$, with $P_{11}$ and $P_{21}$ as in the table. Two numbers then describe the layer. These relations come from the model, not from symmetry, and the shear mass change breaks them.

To see whether other fixed linear relations remain, thirty parameter sets were drawn with $m_l=0.5$–1.5, $m_t=0.1$–0.3, $\Xi=5$–12 eV, $\beta$ between $\pm300$, field 0.2–1 MV/cm and temperature 200–400 K. The normalized response matrices span three dimensions for (001) and five for (110). The smallest retained singular values are 0.10 and 0.006 of the largest; the next ones are at rounding level.

The coefficients themselves are much less certain than their number. Suppose the scattering rate is instead proportional to the density of final states. On (110), $P_{11}$ becomes $-110$ and $P_{21}$ falls to 17. On (001), stress along an axis splits the equal $x$ and $y$ levels, and the stepwise density of states then gives the resistivity a kink at zero stress. For stress along axis 1, the slope of $\Delta\rho_{11}/\rho_{11}$ is $-42$ in tension and $-90$ in compression; that of $\Delta\rho_{22}/\rho_{22}$ is $-33$ and $-82$. The central differences in the numerical output, $-66$ and $-57$, are means of these slopes, not true linear coefficients. Level broadening, left out here, would round off the kink. This alternative treats all transitions alike, so it measures sensitivity and is not a better prediction.

The size of the mobilities follows from the chosen $\tau$ and is no test of the model. A constant $\tau$ cancels from the coefficients. Real scattering by phonons, charges and interface roughness breaks the constant-time assumption, which is the largest uncertainty estimated here. Changing the well field by 20%, with the density fixed, moves a coefficient by at most 7.5 units on (001) and 4.9 on (110). A simple isotropic estimate of nonparabolicity alters the masses by 6–8% in the lowest subband of each layer and by about 9% in the higher-lying valleys. It leaves out the directional part, which for the $z$ valleys is strongest along [110] and can change their levels and shares in the (110) layer. A rough first-order two-band estimate lowers the lowest $z$ level there by about 8 meV, raises the $z$ share from 18.5% to about 24% and changes $P_{11}$ by about ten units, more than the field variation does. Level broadening is 6.6 meV, against a thermal energy of 25.9 meV. The oxide field, 2.4 MV/cm, is well below a rough breakdown field of 10 MV/cm.

Linearity is a further condition. At 200 MPa tension along axis 1 of the (001) layer, the constant-time model gives $\Delta\rho_{11}/\rho_{11}=-4.4\%$, while the linear formula gives $-5.9\%$, too large in magnitude by about a third of the full result. For compression of the same size the model gives $+7.9\%$ and the linear formula $+5.9\%$, now too small by about a quarter. In this model, the linear coefficients alone are therefore not quantitative at such stresses. The numerical output lists the remaining values.

## Computed values

```
free coefficients (001), (110), (111): 3 5 2
operations (001), (110), (111): 8 4 6
free coefficients, C4 only and C2 only: 5 9
single-terrace operations (001), (110): 4 4
single-terrace coefficients (001), (110): 5 5
(001) coefficients after terrace averaging: 3
free coefficients in bulk tensor cut on (110): 3
valley-model ranks (001), (110): 3 5
(001) relative singular values, last kept / first dropped: 9.96e-02 / 6.0e-13
(110) relative singular values, last kept / first dropped: 6.24e-03 / 9.1e-19
masses ml, mt: 0.92, 0.19 m0
elastic constants c11, c12, c44: 166, 64, 80 GPa
valley shear deformation potential: 9.0 eV
inverse-mass change per tensor shear strain: 200 /m0
temperature: 300 K
sheet density: 4.00e+12 cm^-2
well field: 0.50 MV/cm
relaxation time: 0.10 ps
(001) lowest levels, x/y/z valleys: 185.7, 185.7, 109.8 meV
(001) valley shares x/y/z: 11.8, 11.8, 76.3 %
(001) sheet resistivity r11, r22: 1860, 1860 ohm
(001) mobility 11, 22: 839, 839 cm2/Vs
(001) constant time, P11 P12 P21 P22 P66: -29.47 5.03 5.03 -29.47 -20.00 1e-11/Pa
(001) final-state scattering, P11 P12 P21 P22 P66: -66.13 -57.35 -57.35 -66.13 -22.86 1e-11/Pa
(001) 45-degree bar, longitudinal / transverse: -22.22 / -2.22 1e-11/Pa
(110) lowest levels, x/y/z valleys: 156.9, 156.9, 185.7 meV
(110) valley shares x/y/z: 40.8, 40.8, 18.5 %
(110) sheet resistivity r11, r22: 1975, 3635 ohm
(110) mobility 11, 22: 790, 429 cm2/Vs
(110) constant time, P11 P12 P21 P22 P66: -45.26 25.60 69.04 -43.77 -5.27 1e-11/Pa
(110) final-state scattering, P11 P12 P21 P22 P66: -110.40 62.17 17.21 -14.88 -5.49 1e-11/Pa
(110) 45-degree bar, longitudinal / transverse: 2.21 / 7.24 1e-11/Pa
(110) no shear mass change, P11 P12 P21 P22 P66: -45.26 22.63 69.04 -34.52 0.00 1e-11/Pa
(001) largest coefficient shift for field +/-20%: 7.48 1e-11/Pa
(001) r11 change at 200 MPa, full / linear: -4.44 / -5.89 %
(110) largest coefficient shift for field +/-20%: 4.85 1e-11/Pa
(110) r11 change at 200 MPa, full / linear: -6.86 / -9.05 %
(001) nonparabolic mass correction estimate: 6.2 %
(110) nonparabolic mass correction estimate: 7.8 %
nonparabolicity used in estimate: 0.5 /eV
level broadening hbar/tau and kT: 6.6, 25.9 meV
implied depletion density: 1.23e+12 cm^-2
oxide field: 2.43 MV/cm
```
